# Why mixing two Wannier Hamiltonians requires aligned orbital gauges

**Question**

I have Wannier Hamiltonians for two crystals, A and B, with the same lattice and two orbitals per cell. Each reproduces its own bands. For an ordered average of the two I mix the matrices linearly,

$$H_x(R)=(1-x)H_A(R)+xH_B(R).$$

My test system is one-dimensional. Each cell of length $a=4.0$ Å holds two equal Gaussian wells, 1.6 Å apart and of standard deviation 0.4 Å. The wells are 40 eV deep in A and 50 eV deep in B. The smallest direct gaps are 3.66 eV in A and 3.43 eV in B, but the mixture at $x=0.5$ has a direct gap of only 0.11 eV, and slightly beyond that composition the direct gap closes. Is this a phase transition? If not, how can two correct Hamiltonians give a wrong average?

**Answer**

In your system it is not a transition. If the average potential is put into the Schrödinger equation directly, the gap at $x=0.5$ is 3.56 eV. Your second orbital has opposite signs in the two crystals, so the mixture subtracts hoppings that it should average.

**What the end-member bands cannot tell you**

Write $H_{mn}(R)=\langle w_{m0}|\hat H|w_{nR}\rangle$ and $h(k)=\sum_R e^{ikR}H(R)$. This sum is linear, so mixing $H(R)$ is the same as mixing $h(k)$. Another choice of Wannier functions for the same bands replaces $h$ by $G^\dagger hG$, with $G(k)$ unitary.

If both crystals undergo the same change, then

$$(1-x)G^\dagger h_AG+xG^\dagger h_BG=G^\dagger h_xG,$$

and the spectrum of the mixture is unchanged. If only B is changed, the mixture is $(1-x)h_A+xG^\dagger h_BG$, which in general is not unitarily equivalent to $h_x$. The bands of B are the same in both cases, so a perfect band fit does not detect the difference.

For two bands the effect on the gap can be found in closed form. Let $h=d_0+\mathbf d\cdot\boldsymbol\sigma$, with Pauli matrices $\boldsymbol\sigma$. Since $(\mathbf d\cdot\boldsymbol\sigma)^2=|\mathbf d|^2$, the levels are $d_0\pm|\mathbf d|$ and the direct gap is $g=2|\mathbf d|$. The mixture has $\mathbf d_x=(1-x)\mathbf d_A+x\mathbf d_B$, hence

$$|\mathbf d_x|^2=(1-x)^2|\mathbf d_A|^2+x^2|\mathbf d_B|^2+2x(1-x)\,\mathbf d_A\cdot\mathbf d_B .$$

Insert $2\mathbf d_A\cdot\mathbf d_B=|\mathbf d_A|^2+|\mathbf d_B|^2-|\mathbf d_A-\mathbf d_B|^2$. The coefficient of $|\mathbf d_A|^2$ becomes $(1-x)^2+x(1-x)=1-x$, and that of $|\mathbf d_B|^2$ becomes $x$. Multiplying by four,

$$g_x^2=(1-x)g_A^2+xg_B^2-4x(1-x)|\mathbf d_A-\mathbf d_B|^2 .$$

A change of gauge in B rotates $\mathbf d_B$ at fixed length. It leaves $g_B$ alone but can change the last term. For nonzero end-member gaps, closure requires $(1-x)\mathbf d_A=-x\mathbf d_B$: the vectors must be antiparallel, and

$$x^*=\frac{|\mathbf d_A|}{|\mathbf d_A|+|\mathbf d_B|}=\frac{g_A}{g_A+g_B}.$$

**Mixing a crystal with itself**

The cleanest check is to take B identical to A, so that every correct mixture returns A. Consider a chain with site energies $\pm\Delta$, hopping $t$ inside the cell and $t'$ between cells, all real. With the cell length as unit of length,

$$h=\begin{pmatrix}\Delta&f\\f^*&-\Delta\end{pmatrix},\qquad f=t+t'e^{-ik},\qquad E^2=\Delta^2+|f|^2 .$$

Now relabel the second copy in three ways.

*Sign.* Reversing orbital 2 sends $f$ to $-f$. The mixture has $f_x=(1-x)f-xf=(1-2x)f$, so

$$E^2=\Delta^2+(1-2x)^2|f|^2 .$$

At $x=1/2$ all hopping between the orbitals is gone and the bands are flat. The gap is $2|\Delta|$, so it closes only if $\Delta=0$.

*Order.* Exchanging the orbitals sends $f$ to $f^*$ and $\Delta$ to $-\Delta$. Then $f_x=\mathrm{Re}f+i(1-2x)\mathrm{Im}f$ and $\Delta_x=(1-2x)\Delta$, which gives

$$E^2=(\mathrm{Re}f)^2+(1-2x)^2\left[(\mathrm{Im}f)^2+\Delta^2\right].$$

At $x=1/2$ this leaves $|E|=|t+t'\cos k|$. For $t'\neq0$ it vanishes at some $k$ if $|t'|\ge|t|$, whatever the value of $\Delta$.

*Home cell.* Let the new orbital 2 of cell $R$ be the old one of cell $R-1$. Its Bloch sum gains a factor $e^{ik}$, so $f$ becomes $e^{ik}f$ and $f_x=f\,(1-x+xe^{ik})$. Because

$$|1-x+xe^{ik}|^2=1-2x(1-x)(1-\cos k)=1-4x(1-x)\sin^2\frac k2,$$

the bands are

$$E^2=\Delta^2+|f|^2\left[1-4x(1-x)\sin^2\frac k2\right].$$

At $x=1/2$ the hopping term vanishes at $k=\pi$.

For $t=1$, $t'=0.5$ and $\Delta=0.5$ eV the true gap is $2\sqrt{0.5^2+0.5^2}=1.41$ eV. Each of the three mismatches reduces it to 1.00 eV at $x=1/2$. With $\Delta=0$ the true gap is 1.00 eV. The sign and cell mismatches close it, while the order mismatch leaves both the gap and the band width unchanged. The bands are still wrong between $k=0$ and $k=\pi$, where $\mathrm{Im}f$ has been lost, so an unchanged gap does not certify a mixture.

**A mismatch can also hide a closing**

Take $\Delta=0$, with $(t,t')=(1,0.5)$ eV in A and $(0.5,1)$ eV in B, and suppose that equal labels denote the same physical sites. At $x=1/2$ both hoppings are 0.75 eV, so $f=0.75(1+e^{-ik})$ eV vanishes at $k=\pi$. Some closing is unavoidable while $\Delta$ stays zero. The winding of $f$ around the origin is 0 in A and $-1$ in B, and an integer cannot change while $f$ has no zero.

Now shift orbital 2 of B by one cell. Its element becomes $e^{ik}(0.5+e^{-ik})=1+0.5e^{ik}$, in eV, with winding 0. The mixture is

$$f_x=1+0.5\left[(1-x)e^{-ik}+xe^{ik}\right],$$

where the bracket has modulus at most 1. Thus $|f_x|\ge0.5$ eV, and the gap never falls below 1 eV. The true closing has disappeared because the path now joins different physical sites.

**Your two-well crystal**

With real Wannier functions, time reversal gives $h(-k)=h(k)^*$. Inversion about the midpoint of the wells exchanges the orbitals, so $\sigma_xh(k)\sigma_x=h(-k)$. Together, $\sigma_xh\sigma_x=h^*$. Its first diagonal element reads $h_{22}=h_{11}$, hence $d_z=0$ and $g=2|f|$. Time reversal and periodicity also make $f$ real at $k=0$ and $k=\pi/a$.

In A the hopping is $-2.144$ eV across the short bond and $-0.304$ eV across the long one. In your B, with its second orbital reversed, the values are $+1.920$ and $+0.197$ eV. The equal mixture therefore has

$$\frac{-2.144+1.920}{2}=-0.112\ \text{eV},\qquad \frac{-0.304+0.197}{2}=-0.054\ \text{eV}.$$

With aligned orbitals the short-bond value is $-2.032$ eV.

At $k=0$ and at $k=\pi/a$, $f_A$ and the correctly signed $f_B$ have the same sign, so the reversal forces a zero of $f_x$ at each point. At the zone boundary the gaps are 3.656 and 3.434 eV, and

$$x^*=\frac{3.656}{3.656+3.434}=0.516 .$$

At $k=0$ the closing falls at $x^*=0.537$. The averaged potential has direct gaps of 3.56 and 4.55 eV at these two points and compositions.

Between the two compositions $f_x(0)$ and $f_x(\pi/a)$ have opposite signs. If $f_x$ has no zero, its phase changes by an odd multiple of $\pi$ from $k=0$ to $\pi/a$. The other half of the zone contributes the same amount, because $f_x(-k)=f_x(k)^*$, so the winding is odd. At $x=0.526$ it is $-1$, whereas the aligned mixture has 0. The false closings thus bring a false topological signature with them.

**How to align the orbitals**

At each $k$, collect the Bloch sums of the Wannier functions as orthonormal columns $W_A$ and $W_B$ in a common basis, with the two crystals placed on the same origin. Form the overlap matrix and its singular-value decomposition,

$$M=W_A^\dagger W_B=X\Sigma Y^\dagger .$$

We want the unitary $Q$ that brings $W_BQ$ closest to $W_A$. For $n$ orbitals,

$$\|W_A-W_BQ\|^2=2n-2\,\mathrm{Re\,Tr}(MQ)=2n-2\sum_i\Sigma_i\,\mathrm{Re}\,(Y^\dagger QX)_{ii}.$$

A diagonal element of a unitary matrix has modulus at most 1, so the minimum is reached at $Y^\dagger QX=1$, that is,

$$Q=YX^\dagger,\qquad MQ=X\Sigma X^\dagger .$$

Mix $h_A$ with $Q^\dagger h_BQ$. If B is supplied in another gauge, $W_B\to W_BG$, then $M\to MG$ and $Q\to G^\dagger Q$, while $h_B\to G^\dagger h_BG$. All factors $G$ cancel in $Q^\dagger h_BQ$.

The construction needs every singular value to be nonzero at every $k$. At a zero, some state of one subspace is orthogonal to the whole of the other, and $Q$ is not unique. In your crystal the smallest singular value is 0.997.

Real-space overlaps show what went wrong. Here $\langle w^A_1|w^B_1\rangle=0.999$ and $\langle w^A_2|w^B_2\rangle=-0.999$; exchanged orbitals would show up as large off-diagonal overlaps. Hopping signs are no substitute, since $f$ and $-f$ have the same bands and a hopping may really change sign between materials. Wannier centres can reveal order and home cell, but not sign, because $|w|^2$ is unchanged by it.

**What accuracy remains**

Let $\hat H_B=\hat H_A+\lambda D$, with the chosen bands isolated from the rest, and write the aligned frame as $W_B=W_A+\lambda\delta+O(\lambda^2)$. Orthonormality makes $W_A^\dagger\delta$ anti-Hermitian. Alignment makes $W_A^\dagger W_B$ Hermitian, and with it $W_A^\dagger\delta$. Therefore $W_A^\dagger\delta=0$. Expanding $W_B^\dagger\hat H_BW_B$,

$$h_B=h_A+\lambda W_A^\dagger DW_A+\lambda\left(\delta^\dagger\hat H_AW_A+\text{h.c.}\right)+O(\lambda^2).$$

The bands span an invariant subspace, $\hat H_AW_A=W_Ah_A$, so the bracket contains $\delta^\dagger W_Ah_A=0$ and vanishes. The mixture is $h_A+x\lambda W_A^\dagger DW_A+O(\lambda^2)$. Repeating the argument for $\hat H_A+x\lambda D$ gives the same first-order result, so the band error is of order $\lambda^2$.

At $x=0.5$, measured against the averaged potential, the largest band error is 0.0074 eV for a depth difference of 4 eV and 0.0019 eV for 2 eV. The ratio is 3.8, close to the quadratic value of 4. For your 10 eV difference the error is 0.041 eV aligned and 2.14 eV with the reversed sign. The latter does not vanish for identical crystals: it tends to 2.47 eV, half the largest direct gap, because $f$ is cancelled completely.

Alignment removes the gauge error. It does not supply the disorder of a real alloy or the self-consistent response of its electrons, and the averaged potential used as reference here contains neither. A useful first check is to mix A with a regauged copy of itself. Then $M=G$ and $Q=G^\dagger$, and the aligned mixture must return the bands of A at every $x$. The numerical output below gives the full set of values.

## Computed values

```
CHAIN MIXED WITH ITSELF, x = 0.5, ring of 24 cells
t=1.0 tp=0.5 D=0.5 eV: true gap 1.4142 eV
  sign mismatch: gap 1.0000 eV, upper-band width 0.0000 eV
  order mismatch: gap 1.0000 eV, upper-band width 1.0000 eV
  cell mismatch: gap 1.0000 eV, upper-band width 1.0811 eV
t=1.0 tp=0.5 D=0.0 eV: true gap 1.0000 eV
  sign mismatch: gap 0.0000 eV, upper-band width 0.0000 eV
  order mismatch: gap 1.0000 eV, upper-band width 1.0000 eV
  cell mismatch: gap 0.0000 eV, upper-band width 1.5000 eV
t=0.5 tp=1.0 D=0.5 eV: true gap 1.4142 eV
  sign mismatch: gap 1.0000 eV, upper-band width 0.0000 eV
  order mismatch: gap 0.0000 eV, upper-band width 1.5000 eV
  cell mismatch: gap 1.0000 eV, upper-band width 1.0811 eV
HIDDEN CLOSING: A has t=1, tp=0.5 eV; B has t=0.5, tp=1 eV; D=0
smallest gap over x: aligned 0.0000 eV, cell mismatch 1.0000 eV
CONTINUUM CRYSTAL
hbar^2/2m = 3.8100 eV A^2; period 4.0 A, well distance 1.6 A
well width 0.4 A; depths A 40.0, B 50.0 eV; 60 k points
smallest gap to third band 17.763 eV
A: hopping short bond -2.1435, long bond -0.3041 eV
B aligned: hopping short bond -1.9200, long bond -0.1965 eV
B flipped: hopping short bond 1.9200, long bond 0.1969 eV
half mix aligned: hopping short bond -2.0318, long bond -0.2503 eV
half mix flipped: hopping short bond -0.1118, long bond -0.0536 eV
overlaps A-B, sign flip: S11 0.9986, S22 -0.9986
overlaps A-B, swap and sign: S12 -0.9986, S21 0.9986
smallest singular value of overlap matrix 0.99746
smallest direct gap in eV: x, averaged potential, aligned, flipped
  0.00  3.6556  3.6556  3.6556
  0.25  3.6134  3.6003  1.8831
  0.50  3.5612  3.5450  0.1107
  0.75  3.5009  3.4897  1.6618
  1.00  3.4343  3.4343  3.4343
largest band error at x=0.5 in eV: depth difference, aligned, flipped
  10.0 eV  0.04078  2.1423
   4.0 eV  0.00742  2.3260
   2.0 eV  0.00194  2.3942
   0.0 eV  0.00000  2.4660
aligned error ratio for 4 and 2 eV: 3.825
false closing at k=0: x* = 0.5372; averaged-potential gap there 4.5522 eV
false closing at k=pi/a: x* = 0.5156; averaged-potential gap there 3.5576 eV
winding of f at x=0.5264: aligned 0, flipped -1
```
